# Intra-atomic absorption and Peierls substitution in an s–p chain

**Q.** I modelled absorption in a chain of atoms, each with one s and one p orbital, by putting the field into the hoppings through Peierls phases. When I pull the atoms apart the absorption vanishes. Isolated atoms absorb, so what was lost?

**A.** The dipole inside each atom. To see where it drops out, write down the position operator. Let the chain lie along $x$ with lattice constant $a$, and take orthonormal orbitals $|R,n\rangle$ with $n=s,p_x$. I use atomic units, electron charge $-1$, independent electrons and a uniform field along the chain. I neglect position elements between different atoms:

$$\langle R,n|x|R',m\rangle=\delta_{RR'}\,(R\,\delta_{nm}+D_{nm}),\qquad D=\begin{pmatrix}0&d\\ d&0\end{pmatrix},\quad d=\langle s|x|p\rangle .$$

The diagonal of $D$ vanishes by parity. The velocity is $v=i[H,x]$. For the site part of $x$, the element of $i[H,x]$ between $|0,n\rangle$ and $|R,m\rangle$ is $iR\,\langle 0,n|H|R,m\rangle$. With $H_{nm}(k)=\sum_R e^{ikR}\langle 0,n|H|R,m\rangle$, its Bloch sum is $dH/dk$. The part $D$ adds a commutator:

$$v(k)=\frac{dH}{dk}+i[H(k),D].$$

Peierls phases depend on $R-R'$. On-site terms have $R=R'$ and receive no phase, so the substitution yields the first term alone.

**Q.** I think in terms of fields. Which coupling did I omit?

**A.** The energy of the electron in the field is $E(t)x=E X+E D$, where $X$ is the site part. Put $E=-dA/dt$, with the speed of light absorbed in $A$, and write the state as $\psi=e^{iAX}\phi$. The time derivative of the phase contributes $+(dA/dt)X=-EX$ to the Hamiltonian for $\phi$, which cancels $EX$. Each hopping over $R$ gains $e^{iAR}$, and $D$ commutes with $X$. Hence

$$H_\phi=H(k+A)+E(t)\,D .$$

Peierls substitution keeps the first term and drops $E D$.

This agrees with the velocity formula. For time dependence $e^{-i\omega t}$, $E=i\omega A$, and the linear coupling between a valence state $v$ and a conduction state $c$ is $A[(dH/dk)_{cv}+i\omega D_{cv}]$. At resonance $\omega=\varepsilon_c-\varepsilon_v$, and $i[H,D]_{cv}=i(\varepsilon_c-\varepsilon_v)D_{cv}$ is the same second term.

**Q.** How much do separated atoms absorb, then?

**A.** Without hopping $H=\mathrm{diag}(-\Delta/2,\Delta/2)$, with $\Delta=E_p-E_s$. It does not depend on $k$, so $dH/dk=0$, while $|v_{cv}|=\Delta d$. The oscillator strength per electron is

$$f=\frac{2|v_{cv}|^2}{\Delta}=2\Delta d^2 .$$

Take round parameters $\Delta=8$ eV, $d=0.5$ Å and $a=3$ Å. In these units $f$ acquires a divisor $\hbar^2/m=7.62$ eV Å$^2$, so $f=2\times8\times0.25/7.62=0.525$. Peierls substitution gives zero.

**Q.** With hopping on, what should I compare? "Weight" could mean several things.

**A.** It could, and the answers differ. Fill the lower band and consider one spin. A field $E_0\cos\omega t$ has vector-potential amplitude $E_0/\omega$, and half of it drives absorption. The golden rule gives each electron the absorbed power

$$\omega\cdot2\pi\frac{E_0^2}{4\omega^2}|v_{cv}|^2\delta(\omega-\omega_{cv}).$$

There is one electron per length $a$. Equating the power per length to $\tfrac12\sigma E_0^2$, where $\sigma$ is the real part of the conductivity, gives

$$\sigma(\omega)=\frac{\pi}{a}\left\langle\frac{|v_{cv}|^2}{\omega_{cv}}\,\delta(\omega-\omega_{cv})\right\rangle_k .$$

Define $r_{cv}=v_{cv}/(i\omega_{cv})$. Two measures follow:

$$S=\langle|r_{cv}|^2\rangle_k=\frac a\pi\int\frac{\sigma}{\omega}\,d\omega,\qquad f=2\langle\omega_{cv}|r_{cv}|^2\rangle_k=\frac{2a}{\pi}\int\sigma\,d\omega .$$

**Q.** Can the matrix element be found in closed form?

**A.** Yes, if one parameter $t>0$ sets the hoppings: $-t$ between neighbouring s orbitals, $+t$ between p orbitals, $\langle s_0|H|p_a\rangle=t$ and $\langle p_0|H|s_a\rangle=-t$. The last two differ in sign because the p lobes do. I take $d>0$, with the positive p lobe toward $+x$. Reversing the p orbital changes the signs of $d$ and of the s–p hoppings together, so their relative sign is part of the model, and the interference found below depends on it. Then $H_{sp}=t(e^{ika}-e^{-ika})=2it\sin ka$, and the diagonal elements are $\mp(\Delta/2+2t\cos ka)$. Define a gap $\omega$ and an angle $\theta$ by

$$\omega e^{i\theta}=\Delta+4te^{ika},\qquad H=\frac{\omega}{2}\begin{pmatrix}-\cos\theta&i\sin\theta\\-i\sin\theta&\cos\theta\end{pmatrix}.$$

Direct multiplication confirms the eigenvectors for energies $\mp\omega/2$:

$$|v\rangle=\begin{pmatrix}\cos\frac\theta2\\ i\sin\frac\theta2\end{pmatrix},\qquad |c\rangle=\begin{pmatrix}i\sin\frac\theta2\\ \cos\frac\theta2\end{pmatrix}.$$

Let a prime denote $d/dk$. Differentiating $H|v\rangle=\varepsilon_v|v\rangle$ and projecting on $\langle c|$ gives $\langle c|H'|v\rangle=-\omega\langle c|v'\rangle$. Here

$$\langle c|v'\rangle=\frac{\theta'}2\left(i\sin^2\frac\theta2+i\cos^2\frac\theta2\right)=\frac{i\theta'}2,$$

$$\langle c|D|v\rangle=d\left(\sin^2\frac\theta2+\cos^2\frac\theta2\right)=d .$$

Therefore $v_{cv}=-i\omega\theta'/2+i\omega d$, or

$$r_{cv}=d-\frac{\theta'}{2}.$$

The Peierls part measures how fast the s–p mixture turns with $k$. The atomic part is the same at every $k$, and the two interfere.

**Q.** So how does the missing $S$ depend on hopping?

**A.** Square and average, with $S_P=\langle\theta'^2\rangle_k/4$ the Peierls value:

$$S_{\rm full}-S_P=d^2-d\,\langle\theta'\rangle_k .$$

Set $q=4t/\Delta$ and $z=qe^{ika}$. Since $\theta=\mathrm{Im}\ln(1+z)$ and $dz/dk=iaz$, we have $\theta'=a\,\mathrm{Re}[z/(1+z)]$. For $q<1$,

$$\theta'=a\sum_{n\ge1}(-1)^{n+1}q^n\cos nka .$$

Its mean is zero. Different cosines are orthogonal and each squared cosine averages to $1/2$, so

$$S_P=\frac{a^2}{8}\sum_{n\ge1}q^{2n}=\frac{a^2q^2}{8(1-q^2)},\qquad S_{\rm full}-S_P=d^2 .$$

In this model the missing $S$ is independent of hopping until the gap closes at $q=1$. The missing fraction still falls, because $S_P$ grows. Peierls substitution captures half of $S$ when $S_P=d^2$, that is

$$q^2=\frac{8d^2}{a^2+8d^2}=\frac{2}{11},$$

or $t=q\Delta/4=0.853$ eV.

**Q.** What happens beyond the gap closing?

**A.** For $q>1$ expand in $1/z$ instead: $z/(1+z)=1-z^{-1}+z^{-2}-\dots$. Now $\theta$ winds once around the zone, so $\langle\theta'\rangle_k=a$, and

$$S_P=\frac{a^2}{4}\left[1+\frac{1}{2(q^2-1)}\right],\qquad S_{\rm full}-S_P=d^2-ad .$$

For $0<d<a$ the difference is negative, and Peierls substitution overestimates $S$. At large $q$, $S_{\rm full}\to(a/2-d)^2$. Sums over open chains with an explicit position matrix reproduce the full $S$ on both sides of the closing.

| $t$ (eV) | $S_P$ (Å²) | $S_{\rm full}$ (Å²) | $f_P$ | $f_{\rm full}$ |
|---|---|---|---|---|
| 0.1 | 0.003 | 0.253 | 0.006 | 0.527 |
| 0.5 | 0.075 | 0.325 | 0.149 | 0.583 |
| 1.0 | 0.375 | 0.625 | 0.611 | 0.762 |
| 1.5 | 1.446 | 1.696 | 1.451 | 1.085 |
| 3.0 | 3.150 | 1.900 | 6.217 | 2.950 |

**Q.** The missing $f$ is not constant in your table. Why does it even change sign?

**A.** The factor $\omega$ gives the interference term a nonzero average:

$$f_{\rm full}-f_P=2\langle\omega(d^2-d\theta')\rangle_k .$$

Let $\varphi=ka$. To second order in $q$, $\omega/\Delta=|1+z|=1+q\cos\varphi+\tfrac12q^2\sin^2\varphi$, with mean $1+q^2/4$, and $\theta'=a(q\cos\varphi-q^2\cos2\varphi)$. The mean of $\omega\theta'/\Delta$ comes from the product of the two $\cos\varphi$ terms and is $aq^2/2$. Hence

$$f_{\rm full}-f_P=2\Delta\left[d^2+q^2\left(\frac{d^2}{4}-\frac{ad}{2}\right)\right]+O(q^4).$$

For these parameters the bracket is $0.25-0.6875\,q^2$ in Å², which vanishes at $q=0.603$, or $t=1.21$ eV. The numerical crossing without expansion is at $1.18$ eV.

**Q.** At that hopping, may I trust the Peierls spectrum?

**A.** No. Equal areas do not imply equal spectra. At $t=1.18$ eV the true intensity is $1.52$ times the Peierls one at the lower absorption edge, and only $0.01$ of it at the upper edge. The same interference is easy to follow by hand at $t=0.5$ eV, where $q=0.25$. The lower absorption edge is at $ka=\pi$, with energy $\Delta(1-q)=6$ eV and $\theta'=-aq/(1-q)=-1$ Å. Thus $r_{cv}=0.5+0.5=1.0$ Å, against a Peierls magnitude of $0.5$ Å: the true intensity is four times larger. At the upper edge, $k=0$ and $\Delta(1+q)=10$ eV, $\theta'=aq/(1+q)=0.6$ Å. There $r_{cv}=0.5-0.3=0.2$ Å against $0.3$ Å, and the true intensity is $0.44$ of the Peierls one.

**Q.** Is there a general reason why $f_P$ dies with the hopping?

**A.** There is a sum rule. Differentiate $\varepsilon_v'=\langle v|H'|v\rangle$ once more and use $\langle c|v'\rangle=-H'_{cv}/\omega$. The component of $|v'\rangle$ along $|v\rangle$ has an imaginary coefficient and cancels, leaving

$$\varepsilon_v''=\langle v|H''|v\rangle-\frac{2|H'_{cv}|^2}{\omega}.$$

The zone average of $\varepsilon_v''$ is zero because $\varepsilon_v'$ is periodic. For nearest-neighbour hopping $H''=-a^2H_{\rm hop}$, so

$$f_P=-a^2\big\langle\langle v|H_{\rm hop}|v\rangle\big\rangle_k .$$

At $t=0.5$ eV the mean hopping energy is $-0.126$ eV, and $9\times0.126/7.62=0.149$, as in the table. At small $t$, $S_P\approx a^2q^2/8$ and $\omega\approx\Delta$ give $f_P\approx\Delta a^2q^2/4=4a^2t^2/\Delta$. Divided by $2\Delta d^2$, this is a captured fraction $2a^2t^2/(\Delta^2d^2)$: $0.01125$ at $t=0.1$ eV, against a computed $0.01120$.

The same argument warns about the last two rows. For an electron in a local potential, $H(k)=(p+k)^2/2+V$ and $H''=1$, so the strengths from a filled lowest band to all higher bands sum to one. Each is positive, so none can exceed one. If s is the lowest band, the parameters at $1.5$ and $3$ eV cannot represent such an electron. Those rows illustrate the algebra of the model.

**Q.** Could I keep Peierls phases and choose better orbitals?

**A.** Within this model, yes. The hybrids $h_\pm=(s\pm p)/\sqrt2$ diagonalize $D$ and have centres $R\pm d$. On one atom they are coupled by $(E_s-E_p)/2=-\Delta/2$. From $h_+$ to $h_-$ on the next atom, the coupling is $\tfrac12(-t-t-t-t)=-2t$; the other neighbour couplings cancel. With phases taken from the true centres,

$$H_{+-}(k)=-\frac\Delta2e^{-2ikd}-2te^{ik(a-2d)} .$$

At $t=0$ its derivative has magnitude $\Delta d$, the atomic result. The numerical $S$ and $f$ from this matrix agree with the full values at every hopping in the table. The atomic transition has become a hop across $2d$. The error thus lies in treating position as diagonal in s and p, with both orbitals placed at the nucleus.

**Q.** All this assumes your position matrix. Does a real wavefunction behave this way?

**A.** I checked an electron in a continuous cosine potential of period 5 Å, using its two lowest bands. In one dimension, the position operator projected on these bands can be diagonalized. Its eigenfunctions are two hybrids per cell, here centred at $\pm d$ from the well. By construction they have no position elements between cells. Their sum and difference serve as s and p.

The momentum matrix elements computed from the wavefunctions agree with $dH/dk+i[H,D]$ to $3.2\times10^{-5}$ or better, relative to the largest element. This agreement is required. The projector $P$ on the two bands commutes with $H$, so $P\,i[H,x]P=i[PHP,PxP]$, and in these hybrids $PxP=X+D$ by construction. The residual is numerical error. The check does not show that atomic orbitals lack position elements between atoms. What it supplies is the size of $d$ and $S_P$ for these orbitals. For wells 15 eV deep, $d=0.701$ Å and $S_P=0.005$ Å². Then $d^2+S_P=0.497$ Å², equal to the directly computed $S$. The missing share is 98.9 %, although the p band is 1.5 eV wide: a wide band alone gives no Peierls absorption unless the s–p mixture turns with $k$. At 60 eV the width is 0.026 eV and the missing share rounds to 100 %.

**Q.** When may I leave the correction out?

**A.** When $D$ has no element between any of the orbitals that make up the two bands, for instance when all orbitals on each atom have the same parity. Equal parity of the two dominant orbitals is not enough: a p orbital mixed into two s-like bands can bring the correction back. Otherwise compare $|D_{cv}|$ with the Peierls part $|(dH/dk)_{cv}|/\omega_{cv}$ at the photon energy of interest. In the two-orbital chain above these are $d$ and $|\theta'|/2$. A small missing total is not sufficient. For ordinary atomic orbitals, even in a chain like this one, position elements between atoms may also matter. They make $D$ depend on $k$ and enter the velocity through the same commutator. Transitions to higher bands, local fields and electron–hole attraction lie outside this treatment. The numerical output below gives the remaining values.

## Computed values

```
hbar^2/m = 7.6200 eV A^2
a = 3.0 A, Delta = 8.0 eV, d = 0.50 A
t=0: Peierls f = 0.0000, full f = 0.5249
t=0: full |hbar v_cv| = 4.000 eV A
missing S for q<1: 0.2500 A^2 = 0.8928 bohr^2
t(eV)  q     S_P(A^2) S_full(A^2) (S_full-S_P)/S_full  f_P    f_full
0.00  0.000   0.0000   0.2500    1.0000   0.0000   0.5249
0.10  0.050   0.0028   0.2528    0.9888   0.0059   0.5272
0.25  0.125   0.0179   0.2679    0.9333   0.0370   0.5393
0.50  0.250   0.0750   0.3250    0.7692   0.1488   0.5828
  (t=0.5: mean hopping energy -0.1260 eV per electron)
1.00  0.500   0.3750   0.6250    0.4000   0.6110   0.7620
1.50  0.750   1.4464   1.6964    0.1474   1.4509   1.0855
3.00  1.500   3.1500   1.9000   -0.6579   6.2173   2.9501
open chain t=0.5 eV: S_full = 0.32500 A^2
open chain t=1.0 eV: S_full = 0.62500 A^2
open chain t=3.0 eV: S_full = 1.90000 A^2
f remainder ratios on halving t: 16.05, 16.05
t=0.1 eV: f_P/f_full = 0.01120, leading law 0.01125
Peierls holds half of S at t = 0.8528 eV
f_P equals f_full at t = 1.1756 eV
t=0.5 lower edge 6.00 eV: |r| full 1.0000 A, Peierls 0.5000 A, intensity ratio 4.000
t=0.5 upper edge 10.00 eV: |r| full 0.2000 A, Peierls 0.3000 A, intensity ratio 0.444
cosine potential, period 5.0 A, two lowest bands:
V0(eV) gap(eV) p-width(eV) d(A)   S_P(A^2)  S_true(A^2) missing share
 15.0    7.589    1.5043  0.7014  5.244e-03  0.49719  0.98945
   largest relative velocity error with dipole: 3.2e-05
 30.0   11.670    0.3657  0.5697  5.851e-05  0.32459  0.99982
   largest relative velocity error with dipole: 4.7e-06
 60.0   17.340    0.0259  0.4684  7.576e-08  0.21935  1.00000
   largest relative velocity error with dipole: 1.8e-06
```
